# Haydock Recursion for Bethe-Salpeter Spectra: Indefinite Metric and Operator Count

For a chain with 1000 electron-hole pairs, an absorption spectrum broadened by 0.10 eV takes 34 applications of the Tamm-Dancoff Hamiltonian. At 0.05 eV it takes 68. With the coupling to antiresonant pairs included, the counts are 80 and 158. The dimension and the error tolerance are the same throughout, yet halving the broadening doubles the work. And if the coupled recursion is stopped after 11 levels instead of 10, its low-frequency polarizability jumps from 0.217 to 0.832, the correct value being 0.217. Both facts follow from how the recursion samples the spectrum.

## The quantity to be computed

Take a Bethe-Salpeter problem with a static kernel. In the space of electron-hole pairs, the resonant block $A$ is Hermitian and the coupling block $B$ is symmetric. Let $d$ be the vector of dipole elements, and define

$$D=\begin{pmatrix}d\\d^*\end{pmatrix},\quad \Sigma=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix},\quad H=\Sigma M .$$

With $z=\omega+i\eta$ and $\eta>0$, the polarizability is

$$\alpha(z)=D^\dagger(M-z\Sigma)^{-1}D, \tag{1}$$

and absorption at $\omega>0$ is read from $\mathrm{Im}\,\alpha$. If $B=0$, the matrix in (1) is block diagonal and

$$\alpha(z)=d^\dagger(A-z)^{-1}d+d^T(A^*+z)^{-1}d^* .$$

The Tamm-Dancoff approximation (TDA), as used here, keeps the first term, $G(z)=d^\dagger(A-z)^{-1}d$. It drops both $B$ and the antiresonant tail.

Diagonalization gives every eigenvector, although a broadened spectrum needs one matrix element of a resolvent. That element can be built from repeated products with the Hamiltonian.

## The Hermitian case

Set $v_1=d/|d|$, $v_0=0$, and generate orthonormal vectors by

$$b_jv_{j+1}=Av_j-a_jv_j-b_{j-1}v_{j-1},\qquad a_j=v_j^\dagger Av_j .$$

Three terms suffice because $A$ is Hermitian. For $i<j-1$, $v_i^\dagger Av_j=(Av_i)^\dagger v_j$, and $Av_i$ contains no vector beyond $v_{i+1}$, so the overlap vanishes. In this basis $A$ becomes a tridiagonal matrix $T_n$, and

$$G_n(z)=|d|^2\,[(T_n-z)^{-1}]_{11}.$$

Eliminating all components but the first gives $[(T_n-z)^{-1}]_{11}=1/(a_1-z-b_1^2g_2)$, where $g_2$ is the same element for the matrix with its first row and column removed. Repetition gives the continued fraction

$$G_n(z)=\cfrac{|d|^2}{a_1-z-\cfrac{b_1^2}{a_2-z-\cdots}} .$$

Each level costs one product with $A$, and the coefficients serve all frequencies and broadenings.

## What fails when the coupling is restored

The same recursion cannot be applied to $H$ with the ordinary scalar product. Since $H^\dagger=M\Sigma$ generally differs from $\Sigma M$, the argument that removed the older vectors is lost.

The natural repair is the indefinite product $x^\dagger\Sigma y$, in which $H$ is self-adjoint because $x^\dagger\Sigma Hy=x^\dagger My$ and $M$ is Hermitian. To find the starting vector, write $M-z\Sigma=\Sigma(H-z)$, so that

$$\alpha(z)=D^\dagger(H-z)^{-1}\Sigma D=u^\dagger\Sigma(H-z)^{-1}u,\qquad u=\Sigma D=\begin{pmatrix}d\\-d^*\end{pmatrix}. \tag{2}$$

The recursion should start from $u$, but

$$u^\dagger\Sigma u=d^\dagger d-d^Td^*=0 .$$

The starting vector cannot be normalized. This is not a numerical accident: the dipole excites resonant and antiresonant pairs with equal weight, and the metric counts them with opposite signs.

A second product is available. If $M$ is positive definite, $x^\dagger My$ is a true scalar product, and $H$ is self-adjoint in it too, since $x^\dagger MHy=x^\dagger M\Sigma My$ has a Hermitian kernel. In time-dependent Hartree-Fock theory, positivity of $M$ is the stability condition of the reference state; here it is an assumption about the given $A$ and $B$. Positivity also makes the spectrum real, because $H=M^{-1/2}(M^{1/2}\Sigma M^{1/2})M^{1/2}$ is similar to a Hermitian invertible matrix. If $M$ has a negative or zero eigenvalue, the construction below loses its foundation.

One obstacle remains: (2) contains $\Sigma$, not $M$, so it is not a diagonal element in the new product. Use $\Sigma=MH^{-1}$ and the identity

$$H^{-1}(H-z)^{-1}=\frac1z\left[(H-z)^{-1}-H^{-1}\right].$$

Then

$$\alpha(z)=\frac1z\left[u^\dagger M(H-z)^{-1}u-u^\dagger MH^{-1}u\right].$$

The last term is $u^\dagger\Sigma u=0$. The null norm that stopped the first attempt now removes the unwanted term:

$$\boxed{\alpha(z)=\frac1z\,u^\dagger M(H-z)^{-1}u} \tag{3}$$

This is a diagonal element, so a continued fraction suffices and no projections on a second vector have to be stored.

## Half the vector is redundant

Suppose $v=(x,\,s\,x^*)$ with $s=\pm1$. The upper half of $Hv$ is $y=Ax+sBx^*$. The lower half is $-B^*x-sA^*x^*=-s\,y^*$. Thus $H$ preserves the form and flips the sign, and $u$ has it with $s=-1$. The norm follows from $M=\Sigma H$:

$$v^\dagger Mv=v^\dagger\Sigma(Hv)=x^\dagger y+x^Ty^*=2\,\mathrm{Re}\,x^\dagger y .$$

For the diagonal coefficient, let $H^2v=(g,\,s\,g^*)$. Then

$$v^\dagger MHv=v^\dagger\Sigma H^2v=x^\dagger g-x^Tg^*=2i\,\mathrm{Im}\,x^\dagger g .$$

Self-adjointness requires this number to be real, so it is zero. The recursion is therefore

$$\beta_1v_1=u,\qquad \beta_{j+1}v_{j+1}=Hv_j-\beta_jv_{j-1},$$

with $v_0=0$ and each $\beta$ fixed by unit $M$-norm. In practice one forms the right-hand side $r$, applies $H$ to it, obtains $\beta_{j+1}$ from $r^\dagger\Sigma Hr$, and divides both $r$ and $Hr$ by $\beta_{j+1}$. The product needed for the norm is then already the product for the next step. The result is

$$\alpha_n(z)=\frac{\beta_1^2}{z}\;\cfrac{1}{-z-\cfrac{\beta_2^2}{-z-\cfrac{\beta_3^2}{-z-\cdots}}} . \tag{4}$$

Computing $n$ coefficients takes $n$ applications of $H$, each consisting of one $A$ and one $B$ product on a half-vector.

These relations were tested on random complex matrices with 60 pairs. A recursion that did not assume zero diagonals found none larger than about $10^{-14}$, and (4) agreed with a direct linear solution of (1) to a relative error of about $10^{-15}$.

## The spurious pole at odd length

A single pair with real $A=E$, $B=b$ and $d$ shows the structure. Here $H(1,-1)^T=(E-b)(1,1)^T$ and $H(1,1)^T=(E+b)(1,-1)^T$. Hence $\beta_1^2=2d^2(E-b)$ and $\beta_2^2=E^2-b^2=\Omega^2$. Two levels give

$$\alpha_2=\frac{\beta_1^2}{z}\,\frac{1}{-z+\Omega^2/z}=\frac{\beta_1^2}{\Omega^2-z^2},$$

the full answer, with poles at $\pm\Omega$. One level gives $\alpha_1=-\beta_1^2/z^2$, the response of free charge, which diverges at zero frequency.

The general case is the same. Changing the sign of every second basis vector turns the zero-diagonal matrix $T_n$ into $-T_n$, so its eigenvalues (the Ritz values) are symmetric about zero. If $n$ is odd, one of them must be zero. With normalized weight $w_0$ it adds $-\beta_1^2w_0/z^2$ to $\alpha_n$.

In the chain treated below, at $z=0.05i$ eV, the reference is 0.2174, ten levels give 0.2172, and eleven give 0.8320, all in $a^2/\mathrm{eV}$ with lattice constant $a$ and unit charge. With $\beta_1^2=0.829\ a^2\,\mathrm{eV}$ the spurious term is $0.829\,w_0/0.0025\approx331\,w_0$. If the whole excess of 0.615 is assigned to it, $w_0\approx0.002$. A weight of two parts in a thousand nearly quadruples the result because it is divided by $z^2$. The recursion should be stopped at even $n$.

The first coefficient also has a physical meaning. For large $|z|$, (4) tends to $-\beta_1^2/z^2$. Pairing the eigenvalues $\pm\Omega_\lambda$ in (3) gives $\alpha=\sum_\lambda2\Omega_\lambda|t_\lambda|^2/(\Omega_\lambda^2-z^2)$, with $t_\lambda$ the transition dipoles, so $\beta_1^2=\sum_\lambda2\Omega_\lambda|t_\lambda|^2$. The oscillator-strength sum of the given $A$ and $B$ is present from the first level on.

## Why the count grows as the inverse broadening

Begin with the TDA. Let $V$ hold the first $n$ Lanczos vectors and $e_j$ be unit vectors. The recursion reads $AV=VT_n+b_nv_{n+1}e_n^T$. Because $T_n$ is tridiagonal, $e_n^TT_n^pe_1=0$ for $p<n-1$, hence $A^pv_1=VT_n^pe_1$ for $p\le n-1$. For $p=n$ an additional piece along $v_{n+1}$ appears, but it is orthogonal to $A^{n-1}v_1$. Therefore $v_1^\dagger A^mv_1=e_1^TT_n^me_1$ for all $m\le2n-1$: the recursion integrates polynomials up to degree $2n-1$ over the spectrum without error.

The error of $G_n$ thus depends on how well such a polynomial imitates $1/(x-z)$ on the spectral interval of width $W$. Let $\tilde x$ be $x$ mapped linearly from that interval to $[-1,1]$, and take the Chebyshev polynomial $P(x)=T_{2n}(\tilde x)$. Then

$$p(x)=\frac{1-P(x)/P(z)}{x-z}$$

is a polynomial of degree $2n-1$, since the numerator vanishes at $x=z$. What it misses is

$$\frac1{x-z}-p(x)=\frac{P(x)}{P(z)(x-z)},$$

at most $1/(\eta|P(z)|)$ in size, because $|P|\le1$ on the interval and $|x-z|\ge\eta$. This remainder enters once through the true spectrum and once through the Ritz values, which lie in the same interval. Both sets of weights sum to $|d|^2$, so

$$|G_n-G|\le\frac{2|d|^2}{\eta\,|P(z)|}. \tag{5}$$

Write $\tilde z=\cosh(\kappa+i\theta)$ with $\kappa>0$. Then $|P(z)|^2=\sinh^2(2n\kappa)+\cos^2(2n\theta)\ge\sinh^2(2n\kappa)$. From $\mathrm{Im}\,\tilde z=2\eta/W=\sinh\kappa\sin\theta$ it follows that $\sinh\kappa\ge2\eta/W$. An error below $\tau$ at every frequency is guaranteed by

$$n\ge\frac{\mathrm{arsinh}\,[2|d|^2/(\eta\tau)]}{2\,\mathrm{arsinh}(2\eta/W)} . \tag{6}$$

For $\eta\ll W$ the bound falls as $e^{-4n\eta/W}$ at the band centre, where it decays most slowly; the actual error is at most this bound and may fall faster. The recursion resolves finer energy structure as $n$ grows, and the broadening sets how fine it must be.

For the full problem the spectrum occupies $[-\Omega_+,-\Omega_-]$ and $[\Omega_-,\Omega_+]$. A polynomial fitted over the gap as well would waste effort, so let

$$P(x)=T_n(y(x)),\qquad y(x)=\frac{2x^2-\Omega_+^2-\Omega_-^2}{\Omega_+^2-\Omega_-^2},$$

again of degree $2n$ in $x$. For even $n$ the characteristic polynomial of $T_n$ is a polynomial in $x^2$, orthogonal to all lower ones over the values $\Omega_\lambda^2$. Its roots lie between $\Omega_-^2$ and $\Omega_+^2$, so no Ritz value falls in the gap. The previous argument, with the factor $\beta_1^2/z$ from (3), gives

$$|\alpha_n-\alpha|\le\frac{2\beta_1^2}{|z|\,\eta\,\sinh(n\kappa)},\qquad \kappa=\mathrm{Re}\,\mathrm{arcosh}\,y(z). \tag{7}$$

To leading order in $\eta$ inside the band, $\kappa=\eta\,y'(\omega)/\sqrt{1-y(\omega)^2}$. Inserting $y'=4\omega/(\Omega_+^2-\Omega_-^2)$ and $1-y^2=4(\Omega_+^2-\omega^2)(\omega^2-\Omega_-^2)/(\Omega_+^2-\Omega_-^2)^2$,

$$\kappa\simeq\frac{2\omega\eta}{\sqrt{(\Omega_+^2-\omega^2)(\omega^2-\Omega_-^2)}} .$$

Dividing the product under the root by $\omega^2$ gives $\Omega_+^2+\Omega_-^2-\omega^2-\Omega_+^2\Omega_-^2/\omega^2$. Its maximum is $(\Omega_+-\Omega_-)^2$, at $\omega=\sqrt{\Omega_+\Omega_-}$. The slowest decay of the bound (7) is thus $e^{-2n\eta/W}$ with $W=\Omega_+-\Omega_-$, half the rate of the TDA bound. One application of $H$ raises the degree in $x$ by one, but two are needed to raise the degree in $x^2$. For equal widths and a tight tolerance, the guarantee for the full spectrum requires twice the applications and, counting $A$ and $B$ separately, four times the block products.

## A chain with an exciton

The example is a dimerized chain of $N=1000$ cells with alternating hoppings $t_1=2$ eV and $t_2=1$ eV. Its two bands are taken as quasiparticle bands. The chain is closed with antiperiodic boundary conditions, so the momenta are $k_j=2\pi(j+\frac12)/N-\pi$ with $j=0,\dots,N-1$, and the points $k=0$ and $k=\pi$ are absent. The sites are half a lattice constant apart, and $a=1$ in the formulas. The intersite element is $q_k=t_1e^{ik/2}+t_2e^{-ik/2}=|q_k|e^{i\phi_k}$, with $|q_k|^2=5+4\cos k\ \mathrm{eV}^2$. The orbitals are $(1,\pm e^{-i\phi_k})/\sqrt2$, and vertical transitions cost $2|q_k|$, from 2 to 6 eV. The position element is $i\,u_c^\dagger\partial_ku_v=-\phi_k'/2=-(t_1^2-t_2^2)/(4|q_k|^2)$, and $d_k$ is this number times $\sqrt{2/N}$ for singlets, per cell.

Bare interactions are $U=4$ eV on a site and $V=1.5$ eV between neighbours; the screened ones are $W_0=3$ eV and $W_1=1$ eV. A transition places densities $+\frac12$ and $-\frac12$ on the two sites, so singlet exchange contributes $(U-2V)/N$. The screened attraction gives $-W_0/(2N)$ from equal sites. From neighbouring sites it gives $-W_1c_{kk'}/N$ with $c_{kk'}=\cos(\phi_k-\phi_{k'})\cos\frac{k-k'}2$. In $B$, valence and conduction orbitals are exchanged at $k'$, which reverses the sign on the second site and hence that of the $W_1$ term:

$$A_{kk'}=2|q_k|\delta_{kk'}+\frac{C-W_1c_{kk'}}N,\qquad B_{kk'}=\frac{C+W_1c_{kk'}}N,$$

with $C=U-2V-W_0/2=-0.5$ eV. Expanding the cosines makes $c_{kk'}$ a sum of four products, so one application costs work proportional to $N$.

The TDA has an exciton at 1.813 eV, 0.187 eV below the continuum, carrying 83% of $|d|^2=0.2083\ a^2$. Coupling moves it to 1.811 eV. With $\eta=0.1$ eV the absorption at the respective exciton energies is 1.734 and $1.718\ a^2/\mathrm{eV}$. At 4 eV it rises from 0.0152 to 0.0165, about 8%. These differences contain both the effect of $B$ and the antiresonant tail that $G$ omits. Relative to the local height, the change is larger at 4 eV (8%) than at the peak (1%); in absolute terms it is larger at the peak (0.016 against $0.0012\ a^2/\mathrm{eV}$).

## Reading the counts

The tolerance is one percent of the mean TDA height: $\tau=0.01\,\pi|d|^2/W=0.01\,\pi(0.2083)/4.187=1.56\times10^{-3}\ a^2/\mathrm{eV}$. Errors are the largest on a frequency grid from 0.5 to 7 eV. Observed and guaranteed numbers of applications are:

| $\eta$ (eV) | TDA | full |
|---|---|---|
| 0.40 | 9 / 19 | 20 / 40 |
| 0.20 | 17 / 42 | 40 / 86 |
| 0.10 | 34 / 90 | 80 / 186 |
| 0.05 | 68 / 195 | 158 / 398 |

For $\eta=0.1$ eV in the TDA, the argument in the numerator of (6) is $2(0.2083)/(0.1\times1.56\times10^{-3})\approx2670$, whose arsinh is 8.58. The denominator is $2\,\mathrm{arsinh}(0.0478)=0.0955$. The quotient, 89.9, rounds up to 90. The guarantee exceeds the observed count partly because (5) assumes the worst distance $\eta$ for all spectral weight. Inserting the actual distances in (5), with $\kappa$ taken at each frequency rather than at the band centre, would lower it from 90 to 62; the remaining difference from the observed 34 shows that even then the bound is not sharp. The guarantee also grows slightly faster than $1/\eta$, through the logarithm.

The observed counts stand in a ratio of about 2.3, not 2. If the error at a given frequency is $K e^{-rn}$, then $n=\ln(K/\tau)/r$, and the prefactors $K$ still matter at this tolerance. For $\eta=0.1$ eV the last error to fall below $\tau$ lies near 3.0 eV in the TDA and near 2.7 eV in the full problem, not yet at the frequencies of slowest decay. The rates themselves, fitted at the slowest continuum frequencies for $\eta=0.1$ eV, are 0.0995 and 0.0497 per application, a ratio of 2.00.

These rates reveal a further detail. The whole TDA interval, exciton included, would give $4(0.1)/4.187=0.0955$. The continuum alone, 4 eV wide, gives 0.1000, and the fit lies within half a percent of that. The small shortfall comes from rounding: with the vectors kept orthogonal and even in $k$, the fitted rates are 0.1000 and 0.0500. A plausible reason is that a factor vanishing at the exciton energy can be put into $P$ at the cost of one degree, leaving the continuum to set the rate. This is not a proof, since the nearby Ritz value does not coincide with the exciton.

The tolerance must suit the feature of interest. It is 0.1% of the exciton peak at $\eta=0.1$ eV, but 10% of the TDA absorption at 4 eV. At the fitted rates, another factor of ten in accuracy costs $\ln10/0.0995\approx23$ further applications in the TDA and 46 in the full problem. Near the present tolerance the cost is slightly lower, because the largest error does not yet lie at the slowest frequency.

To use (6) beforehand one needs $W$. The extreme Ritz values supply it: 30 TDA levels give 4.175 eV against 4.187 eV. They lie inside the true interval, so the estimate is low and deserves a small margin.

The $1/\eta$ law holds while $\eta$ smooths over the discrete levels. Here the bare transition energies are at most $2\times2\pi/N\approx0.013$ eV apart, well below 0.05 eV. For much smaller $\eta$ the count saturates in exact arithmetic. The dipole and the Hamiltonian are unchanged by $k\to-k$, and the grid consists of 500 pairs $\pm k$, so at most 500 TDA states are bright and the recursion ends by then; in the full problem, with both signs of frequency, it ends by 1000.

In floating-point arithmetic the vectors gradually lose orthogonality, and (5) and (7) are no longer theorems. The recursions here used no reorthogonalization. Both bounds were nevertheless tested at all four broadenings, up to 260 TDA and 520 full applications, and held to within a small rounding allowance. The remaining values are in the numerical output.

## Computed values

```
cells = pair dimension N: 1000
hoppings t1, t2: 2.0, 1.0 eV
bare on-site, neighbour: 4.0, 1.5 eV
screened on-site, neighbour: 3.0, 1.0 eV
continuum edges: 2.0000, 6.0000 eV
lowest excitation TDA: 1.8132 eV
lowest excitation full: 1.8108 eV
share of |d|^2 in lowest TDA state: 0.8254
spectral width W TDA, full: 4.1868, 4.1892 eV
W TDA from 30-level Ritz values: 4.1753 eV
|d|^2: 0.208333 a^2
beta1^2 full (strength sum): 0.828629 a^2 eV
mean TDA height pi|d|^2/W: 0.156324 a^2/eV
absolute tolerance (1 percent): 1.563e-03 a^2/eV
operator applications: observed / guaranteed
eta 0.40 eV: TDA 9 / 19; full 20 / 40
eta 0.20 eV: TDA 17 / 42; full 40 / 86
eta 0.10 eV: TDA 34 / 90; full 80 / 186
eta 0.05 eV: TDA 68 / 195; full 158 / 398
TDA decay per application, eta 0.1 eV: fit 0.09952
TDA decay predicted from continuum: 0.09996
full decay per application, eta 0.1 eV: fit 0.04969
full decay predicted from continuum: 0.04998
ratio of fitted decay rates TDA/full: 2.0028
slowest full frequency, eta 0.01 eV: 3.2961 eV
Im alpha in a^2/eV at eta 0.1 eV: recursion (diagonalization)
1.8108 eV TDA: 1.733018 (1.733018)
1.8108 eV full: 1.718126 (1.718126)
1.8132 eV TDA: 1.734215 (1.734215)
1.8132 eV full: 1.717321 (1.717321)
3.0000 eV TDA: 0.050513 (0.050513)
3.0000 eV full: 0.052037 (0.052032)
4.0000 eV TDA: 0.015235 (0.015234)
4.0000 eV full: 0.016477 (0.016475)
alpha(0.05i eV) reference: 0.217380 a^2/eV
alpha(0.05i eV) 10 levels: 0.217210 a^2/eV
alpha(0.05i eV) 11 levels: 0.831968 a^2/eV
random test, relative indefinite norm: 1.2e-17
random test, largest diagonal: 1.3e-14
random test, relative alpha error: 7.8e-16
```
